# Effective-Mass Sum Rule and Optical Weight of a One-Dimensional Crystal, part 1

(Sections cited here and not found follow in the second part.)

## I. Band curvature and the count of electrons

An electron in a crystal that is pushed by a weak, slowly varying electric field accelerates as if its mass were the effective mass of its band. The same electron, struck by a field pulse too short for the lattice to act, accelerates with its bare mass. The slow response of a metal can therefore be far weaker than that of the same number of free electrons, and a crystal with only full bands has no steady acceleration, as long as the field is too weak to carry electrons across a gap. The missing response belongs to transitions between bands. The accounting is exact for independent electrons in a local potential, and it starts from a relation between the curvature of a band and its coupling to all other bands.

### The Hamiltonian at fixed wave number

Hartree atomic units are used, so the electron mass, the elementary charge and \(\hbar\) equal one. Each electron moves in one dimension under

\[
H=\frac{p^2}{2}+V(x),\qquad p=-i\frac{d}{dx},\qquad V(x+a)=V(x), \tag{1}
\]

where \(V\) is real and local, meaning that it multiplies the wave function by a number at each point. Electrons do not interact, except in so far as \(V\) already represents a fixed mean field.

By Bloch's theorem the eigenfunctions can be written \(\psi_{nk}(x)=e^{ikx}u_{nk}(x)\), with \(u_{nk}\) periodic over one cell. The product rule gives

\[
p\,e^{ikx}u=e^{ikx}(p+k)u .
\]

Applying this twice, and using the fact that \(V\) commutes with \(e^{ikx}\), turns the eigenvalue equation into

\[
H(k)\,u_{nk}=E_n(k)\,u_{nk},\qquad H(k)=\frac{(p+k)^2}{2}+V(x). \tag{2}
\]

Inner products are taken over one cell, with \(\langle u_{mk}|u_{nk}\rangle=\delta_{mn}\). On periodic functions \(p\) is Hermitian, because the boundary terms from integration by parts cancel.

The velocity operator and its matrix elements are

\[
v=p+k=\frac{dH(k)}{dk},\qquad v_{mn}(k)=\langle u_{mk}|v|u_{nk}\rangle,\qquad \frac{dv}{dk}=1. \tag{3}
\]

For \(m\ne n\) the number \(k\) drops out by orthogonality, so \(v_{mn}\) is then the momentum matrix element between the periodic functions.

### The curvature of a band

Let band \(n\) be non-degenerate at \(k\). Its energy and its state can then be chosen differentiable there. A prime denotes \(d/dk\), and the label \(k\) is suppressed. Differentiating (2) gives

\[
(v-E_n')|u_n\rangle+(H-E_n)|u_n'\rangle=0. \tag{4}
\]

Take the inner product with \(\langle u_n|\). The second term vanishes because \(\langle u_n|(H-E_n)=0\), and so

\[
E_n'=v_{nn}. \tag{5}
\]

The slope of the band is the mean velocity. Next take the inner product of (4) with \(\langle u_m|\), \(m\ne n\). The term in \(E_n'\) vanishes by orthogonality, and \(\langle u_m|H=E_m\langle u_m|\), so

\[
v_{mn}+(E_m-E_n)\langle u_m|u_n'\rangle=0
\quad\Longrightarrow\quad
\langle u_m|u_n'\rangle=-\frac{v_{mn}}{E_m-E_n}. \tag{6}
\]

Now differentiate (5). The operator contributes \(dv/dk=1\), and the two states contribute complex-conjugate terms:

\[
E_n''=1+2\,\mathrm{Re}\,\langle u_n|v|u_n'\rangle
=1+2\,\mathrm{Re}\sum_m v_{nm}\langle u_m|u_n'\rangle. \tag{7}
\]

The last form inserts the complete set of states at the same \(k\). The term \(m=n\) gives nothing: differentiating \(\langle u_n|u_n\rangle=1\) shows that \(\langle u_n|u_n'\rangle\) is imaginary, while \(v_{nn}\) is real. For the others, (6) and \(v_{nm}=v_{mn}^*\) give

\[
\frac{1}{m_n^*}\equiv E_n''=1-\sum_{m\ne n}F_{mn},\qquad
F_{mn}=\frac{2|v_{mn}|^2}{E_m-E_n}. \tag{8}
\]

This is the effective-mass sum rule. The 1 is the inverse mass of a free electron. A higher band has \(F_{mn}>0\) and lowers the curvature; a lower band has \(F_{mn}<0\) and raises it. For the lowest band every term lowers it, so \(E_1''\le1\): its effective mass is either at least the bare mass or negative. For a constant potential the \(u\) are plane waves, \(v_{mn}=0\) for \(m\neq n\), and \(E_n''=1\).

Two conditions matter. At a degeneracy a denominator in (8) can vanish, and the formula does not apply. If the potential is nonlocal, \(V_k=e^{-ikx}Ve^{ikx}\) depends on \(k\). The same steps then hold with \(v=dH/dk\), but the constant 1 becomes \(1+\langle u_n|V_k''|u_n\rangle\), and the simple count of electrons below is lost.

### A cosine potential

Take the round model parameters

\[
V(x)=V_0\cos\frac{2\pi x}{a},\qquad a=4\ \text{bohr},\qquad V_0=0.4\ \text{hartree}. \tag{9}
\]

The zone edge is at \(K=\pi/a=0.7854\) bohr\(^{-1}\). There the largest effect is the mixing of two plane waves, which gives an estimate to compare with the full sum. Put \(k=K+q\). The waves with wave numbers \(K+q\) and \(-K+q\) have kinetic energies \((K^2+q^2)/2\pm Kq\). Since \(V=(V_0/2)(e^{2iKx}+e^{-2iKx})\), they are coupled by \(V_0/2\). The two-by-two eigenvalue problem gives

\[
E_\pm=\frac{K^2+q^2}{2}\pm S,\qquad S=\sqrt{K^2q^2+V_0^2/4}. \tag{10}
\]

Here \(S'=K^2q/S\), and hence

\[
S''=\frac{K^2}{S}-\frac{K^4q^2}{S^3}=\frac{K^2(S^2-K^2q^2)}{S^3}=\frac{K^2V_0^2}{4S^3},
\qquad E_\pm''=1\pm S''. \tag{11}
\]

Comparison with (8) shows that \(S''\) is the strength \(F_{21}\) in this two-wave model. At the edge \(S=V_0/2\), so \(F_{21}=2K^2/V_0=2(0.7854)^2/0.4=3.084\).

The full calculation uses many plane waves. Its terms in (8) are listed below; "strongest" is the largest single contribution of another band, whose number is in parentheses.

| Band | \(ka/\pi\) | Strongest | All others | \(E_n''\) |
|---|---:|---:|---:|---:|
| 1 | 0 | −0.1777 (2) | −0.0000 | 0.8222 |
| 1 | 0.5 | −0.4986 (2) | −0.0227 | 0.4787 |
| 1 | 1 | −3.1855 (2) | −0.0084 | −2.1939 |
| 2 | 1 | +3.1855 (1) | −0.0189 | 4.1665 |
| 2 | 0.5 | +0.4986 (1) | −0.0230 | 1.4756 |
| 3 | 0.5 | +0.0225 (1) | +0.0139 | 1.0364 |

At the top of band 1, for example, \(1-3.1855-0.0084=-2.1939\), so \(m_1^*=-0.456\). At the bottom of band 2 the same coupling enters with the opposite sign, and \(m_2^*=0.240\). The two-wave value 3.084 lies about 3% below the full 3.1855. For band 3 the strongest term comes from band 1, although band 2 is nearer in energy. The matrix element to band 2 must therefore be the smaller one: a small energy difference alone does not make a coupling strong.

The curvatures were also obtained without any sum over bands. For given \(E\), two independent solutions of the Schrödinger equation are integrated across one cell. The matrix that carries \((\psi,\psi')\) from one end to the other has determinant 1, because the Wronskian is constant. A Bloch wave is multiplied by \(e^{ika}\), and its partner at \(-k\) by \(e^{-ika}\), so the trace of the matrix is \(2\cos ka\). Solving this condition gives \(E_n(k)\). Finite differences of those energies agree with every entry in the last column to the digits shown.

### Summing over occupied states

On a ring of length \(L\) the allowed \(k\) are spaced by \(2\pi/L\), so a sum over \(k\) divided by \(L\) becomes \(\int dk/2\pi\). Let \(f_n(k)\) be 1 for occupied and 0 for empty states at zero temperature. With two spins, the number of electrons per length is

\[
n=2\sum_n\int_{-\pi/a}^{\pi/a}\frac{dk}{2\pi}\,f_n(k). \tag{12}
\]

Define the Drude density as the same sum weighted by the inverse effective mass:

\[
n_D=2\sum_n\int_{-\pi/a}^{\pi/a}\frac{dk}{2\pi}\,f_nE_n''. \tag{13}
\]

Insert (8). The 1 gives \(n\). In the remaining double sum at each \(k\), \(n\) is occupied and \(m\) is any other band. If \(m\) is occupied too, the pair appears twice, as \(F_{mn}\) and as \(F_{nm}\). From (8), \(F_{nm}=-F_{mn}\), so these pairs cancel. Only transitions to empty states remain:

\[
n_D+n_{\rm inter}=n,\qquad
n_{\rm inter}=2\int_{-\pi/a}^{\pi/a}\frac{dk}{2\pi}\sum_{n\,\rm occ}\ \sum_{m\,\rm empty}F_{mn}. \tag{14}
\]

At zero temperature the empty states at a given \(k\) lie above the occupied ones, so each remaining \(F_{mn}\) is positive and \(n_{\rm inter}\ge0\).

### The Drude density sits at the Fermi points

The integral in (13) can be done at once. Two properties of the bands are needed. First, \(H(k+2\pi/a)=e^{-2\pi ix/a}H(k)e^{2\pi ix/a}\), and the exponentials map periodic functions onto periodic functions; hence \(E_n\) and \(E_n'\) have period \(2\pi/a\). Second, complex conjugation of (2) turns \(k\) into \(-k\) because \(V\) is real; hence \(E_n(-k)=E_n(k)\), and \(E_n'\) is odd.

The bands are taken to be separated by gaps, so that \(E_n'\) is continuous for all \(k\). A full band then contributes \(E_n'(\pi/a)-E_n'(-\pi/a)=0\). Suppose one band is partly filled, with Fermi points at \(\pm q_F\). If it is occupied for \(|k|<q_F\), then

\[
n_D=\frac1\pi\left[E_n'(q_F)-E_n'(-q_F)\right]=\frac2\pi E_n'(q_F).
\]

If it is occupied for \(|k|>q_F\), the two outer intervals give

\[
n_D=\frac1\pi\left[E_n'(\pi/a)-E_n'(q_F)+E_n'(-q_F)-E_n'(-\pi/a)\right]
=-\frac2\pi E_n'(q_F),
\]

where the zone-edge terms cancel by periodicity. In the first case the energy rises towards the empty states as \(k\) grows, in the second as \(k\) falls, so both results are

\[
n_D=\frac{2}{\pi}v_F,\qquad v_F=|E_n'(q_F)|. \tag{15}
\]

Thus \(n_D\ge0\), and by (14) neither part can exceed \(n\). Let \(k_F=\pi n/2\) be the Fermi wave number of free electrons of the same density. Then \(n_D/n=v_F/k_F\), which is 1 for free electrons because there \(v_F=k_F\).

## II. The two densities in the conductivity

The symbols carried over are these. The Hamiltonian at fixed \(k\) is \(H(k)=(p+k)^2/2+V\), with energies \(E_n\), periodic states \(u_n\) and velocity elements \(v_{mn}\) of \(v=p+k\). The strengths \(F_{mn}=2|v_{mn}|^2/(E_m-E_n)\) obey \(E_n''=1-\sum_{m\ne n}F_{mn}\), equation (8). Summed over occupied states this gives \(n_D+n_{\rm inter}=n\), equation (14), where \(n_{\rm inter}\) contains only transitions from occupied to empty states. With one pair of Fermi points, \(n_D=2v_F/\pi\), equation (15). The example has \(V=V_0\cos(2\pi x/a)\), with \(a=4\) bohr and \(V_0=0.4\) hartree unless stated otherwise.

### Response to a field impulse

It remains to show that \(n_D\) and \(n_{\rm inter}\) are the weights of the conductivity. Let a uniform electric field \(\mathcal E(t)\) act on the electrons, whose charge is \(-1\). This is the total field inside the crystal, including any field made by induced charge. Describe it by a uniform vector potential \(A(t)\), with

\[
H_A=\frac{(p+A)^2}{2}+V,\qquad \mathcal E=-\frac{dA}{dt}. \tag{16}
\]

The velocity is \(p+A\). Its rate of change is \(i[V,p]+dA/dt=-dV/dx-\mathcal E\), which is the correct force on a negative charge. Because \(A\) does not depend on \(x\), the wave number \(k\) is conserved, and the periodic part of the wave function evolves under \(H(k+A)\). Transitions therefore connect states of equal \(k\).

Choose \(\mathcal E(t)=-\kappa\,\delta(t)\), so that \(A\) jumps from 0 to \(\kappa\) at \(t=0\). The Hamiltonian stays finite during the jump, and the state has no time to change. For \(t>0\),

\[
H(k+\kappa)=H(k)+\kappa v+\frac{\kappa^2}{2}. \tag{17}
\]

Expand an electron that started in \(u_n\) as \(\sum_m c_m(t)e^{-iE_mt}u_m\), with \(c_n(0)=1\) and the other coefficients zero. Write \(\omega_{mn}=E_m-E_n\). To first order in \(\kappa\), for \(m\ne n\), the Schrödinger equation reads \(i\dot c_m=\kappa v_{mn}e^{i\omega_{mn}t}\), and therefore

\[
c_m(t)=-\kappa\,v_{mn}\,\frac{e^{i\omega_{mn}t}-1}{\omega_{mn}}. \tag{18}
\]

The coefficient \(c_n=1-i\kappa v_{nn}t\) changes only in phase at this order. The velocity operator is now \(v+\kappa\), and its mean value is

\[
\begin{aligned}
\langle v+\kappa\rangle
&=v_{nn}+\kappa+2\,\mathrm{Re}\sum_{m\ne n}v_{nm}\,c_m e^{-i\omega_{mn}t}\\
&=v_{nn}+\kappa-2\kappa\sum_{m\ne n}\frac{|v_{mn}|^2}{\omega_{mn}}\,
\mathrm{Re}\left(1-e^{-i\omega_{mn}t}\right)\\
&=v_{nn}+\kappa\Big[1-\sum_{m\ne n}F_{mn}(1-\cos\omega_{mn}t)\Big].
\end{aligned} \tag{19}
\]

By the sum rule (8), the bracket equals

\[
E_n''+\sum_{m\ne n}F_{mn}\cos\omega_{mn}t. \tag{20}
\]

At \(t=0\) it is 1: the electron has received the velocity of a free particle. The constant part that remains beneath the oscillations is the inverse effective mass.

Define \(\sigma(t)\) by \(j(t)=\int dt'\,\sigma(t-t')\mathcal E(t')\). For the impulse, \(j=-\kappa\sigma(t)\). The current is also minus the summed velocity per length, and its equilibrium part vanishes because \(v_{nn}\) is odd in \(k\) and the occupation is even. The two minus signs cancel, and \(\sigma(t)\) is the sum of (20) over occupied states:

\[
\sigma(t)=n_D+2\int_{-\pi/a}^{\pi/a}\frac{dk}{2\pi}\sum_{n\,\rm occ}\ \sum_{m\,\rm empty}F_{mn}\cos\omega_{mn}t,
\qquad t>0. \tag{21}
\]

Pairs of occupied states cancel as before, since the cosine is the same for both orders of the pair while \(F_{mn}\) changes sign. Immediately after the impulse,

\[
\sigma(0^+)=n_D+n_{\rm inter}=n. \tag{22}
\]

At later times the frequencies \(\omega_{mn}(k)\) differ from one \(k\) to the next. The cosines fall out of step, their integral over \(k\) tends to zero, and \(\sigma(t)\) tends to \(n_D\). The time this takes is set by the spread of \(\omega_{mn}\) over the occupied \(k\), and it becomes very long when the bands are nearly flat. In an insulator \(n_D=0\), and the current dies away even without scattering.

The current after a field impulse thus starts with the full density \(n\) and, as the interband oscillations fall out of step, settles to the Drude density \(n_D\). It remains to follow the energy of the impulse, to find the weights of \(n_D\) and \(n_{\rm inter}\) in the conductivity at each frequency, and to examine their balance for different fillings and potentials.
